# Maxwell-Hobson construction: irregular solid harmonics as gradients of 1/r

## What symmetry fixes

Write $S_{lm}(\mathbf r)=r^lY_{lm}(\theta,\varphi)$ for the regular solid harmonic. It is a homogeneous polynomial of degree $l$ in $x,y,z$, as shown below, so it can be turned into a differential operator $S_{lm}(\nabla)$ by replacing $x,y,z$ with $\partial_x,\partial_y,\partial_z$. These derivatives commute, so there is no ordering ambiguity. Two arguments determine $S_{lm}(\nabla)(1/r)$ up to a number.

The first is scaling. The function $1/r$ is homogeneous of degree $-1$, and each derivative lowers the degree by one. After $l$ derivatives the result is $r^{-(l+1)}$ times a function of the angles.

The second is rotation. Let $\mathbf L=-i\,\mathbf r\times\nabla$. Coordinates and derivatives are both vectors:

$$[L_i,x_j]=i\epsilon_{ijk}x_k,\qquad [L_i,\partial_j]=i\epsilon_{ijk}\partial_k .$$

A commutator obeys the product rule, so for any polynomial $p$ these relations give $[L_i,p(\nabla)]=(L_ip)(\nabla)$. Since $L_i(1/r)=0$,

$$L_i\left[S_{lm}(\nabla)\frac1r\right]=(L_iS_{lm})(\nabla)\frac1r .$$

The function in brackets therefore has the same $L^2$ and $L_z$ eigenvalues as $Y_{lm}$, and its angular part must be a multiple of $Y_{lm}$. The ladder operators $L_x\pm iL_y$ connect different $m$ with the same coefficients on both sides, so the multiple does not depend on $m$:

$$S_{lm}(\nabla)\frac1r=c_l\,\frac{Y_{lm}(\theta,\varphi)}{r^{l+1}},\qquad r\neq0. \tag{1}$$

What remains is the number $c_l$. The result is $c_l=(-1)^l(2l-1)!!$, or equivalently

$$\boxed{\frac{Y_{lm}(\theta,\varphi)}{r^{l+1}}=\frac{(-1)^l}{(2l-1)!!}\,S_{lm}(\nabla)\frac1r,\qquad r\neq0} \tag{2}$$

for integer $l\ge0$ and $|m|\le l$. Here $(2l-1)!!=1\cdot3\cdots(2l-1)$, with $(-1)!!=1$ for $l=0$. The identity is pointwise away from the origin; source terms at $r=0$ are outside its scope.

## Conventions and the polynomial

The harmonics are orthonormal on the unit sphere and carry the Condon-Shortley phase. For $m\ge0$,

$$Y_{lm}=(-1)^mN_{lm}\sin^m\theta\,P_l^{(m)}(\cos\theta)\,e^{im\varphi},\qquad N_{lm}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}},$$

where $P_l^{(m)}(u)=d^mP_l/du^m$ is an ordinary derivative of the Legendre polynomial. For negative order, $Y_{l,-m}=(-1)^mY_{lm}^*$.

Since $r\sin\theta\,e^{i\varphi}=x+iy$ and $\cos\theta=z/r$,

$$S_{lm}=(-1)^mN_{lm}(x+iy)^m\,r^{l-m}P_l^{(m)}(z/r),\qquad m\ge0. \tag{3}$$

The polynomial $P_l^{(m)}(u)$ has degree $l-m$ and definite parity, so it contains the powers $u^{l-m-2k}$ with integer $k\ge0$. Each becomes

$$r^{l-m}(z/r)^{l-m-2k}=z^{l-m-2k}(r^2)^k .$$

No odd power of $r$ survives, and $S_{lm}$ is a homogeneous polynomial of degree $l$. For negative order the two factors $(-1)^m$ cancel, and $S_{l,-m}=N_{lm}(x-iy)^m r^{l-m}P_l^{(m)}(z/r)$.

The polynomial is also harmonic. From $\nabla^2=r^{-2}\partial_r r^2\partial_r-L^2/r^2$,

$$\nabla^2(r^lY_{lm})=[l(l+1)-l(l+1)]\,r^{l-2}Y_{lm}=0 .$$

This holds for $r\ne0$, and hence everywhere, because the left side is a polynomial.

Equation (2) is linear in the harmonic. A different normalization or phase multiplies both sides equally and leaves the constant unchanged. The same is true of real harmonics formed from $Y_{lm}$ and $Y_{l,-m}$, provided that the same combination is used on both sides.

## Derivatives of a radial function

It costs no extra work to replace $1/r$ by $F(r^2)$, with $F(s)$ smooth for $s>0$. Let $p$ be any harmonic homogeneous polynomial of degree $l$. The claim is

$$p(\nabla)F(r^2)=2^lF^{(l)}(r^2)\,p(\mathbf r). \tag{4}$$

**Exchange rule.** Take two homogeneous polynomials of the same degree $l$, $p(\mathbf a)=\sum_\alpha p_\alpha\mathbf a^\alpha$ and $g(\mathbf a)=\sum_\beta g_\beta\mathbf a^\beta$. Here $\alpha=(\alpha_1,\alpha_2,\alpha_3)$ lists the three exponents, and $\alpha!=\alpha_1!\alpha_2!\alpha_3!$. If $\alpha\ne\beta$ but their totals agree, at least one exponent in $\alpha$ exceeds its partner in $\beta$, and that derivative annihilates the monomial. Thus $\partial^\alpha\mathbf a^\beta=\alpha!\,\delta_{\alpha\beta}$, and

$$p(\partial_{\mathbf a})g(\mathbf a)=\sum_\alpha\alpha!\,p_\alpha g_\alpha=g(\partial_{\mathbf a})p(\mathbf a). \tag{5}$$

There is no complex conjugation in this rule. Now let $g=a^2q$, with $a^2=\mathbf a\cdot\mathbf a$ and $q$ homogeneous of degree $l-2$. As an operator, $a^2$ becomes the Laplacian, so

$$p(\partial_{\mathbf a})[a^2q(\mathbf a)]=q(\partial_{\mathbf a})\nabla_{\mathbf a}^2p(\mathbf a)=0. \tag{6}$$

This is the step that uses harmonicity.

**Shift.** A derivative with respect to $\mathbf r$ equals a derivative with respect to a small displacement $\mathbf a$:

$$p(\nabla)F(r^2)=\left.p(\partial_{\mathbf a})F(|\mathbf r+\mathbf a|^2)\right|_{\mathbf a=0}.$$

With $s=r^2$, we have $|\mathbf r+\mathbf a|^2=s+2\mathbf r\cdot\mathbf a+a^2$, and Taylor's formula gives

$$F(|\mathbf r+\mathbf a|^2)=\sum_{n=0}^{l}\frac{F^{(n)}(s)}{n!}(2\mathbf r\cdot\mathbf a+a^2)^n+O(|\mathbf a|^{l+1}).$$

The remainder is smooth near $\mathbf a=0$, and its derivatives of order $l$ vanish there. In the sum, terms of degree below $l$ in $\mathbf a$ are annihilated by $p(\partial_{\mathbf a})$, while terms of higher degree vanish when $\mathbf a$ is set to zero. Only degree $l$ contributes.

The binomial expansion of the $n$th power contains terms $(2\mathbf r\cdot\mathbf a)^{n-k}(a^2)^k$ of degree $n+k$. Those of degree $l$ have $n=l-k$. If $k\ge1$ there is a factor $a^2$, and equation (6) removes the term. The case $k=0$, $n=l$ leaves

$$p(\nabla)F(r^2)=\frac{2^lF^{(l)}(s)}{l!}\,p(\partial_{\mathbf a})(\mathbf r\cdot\mathbf a)^l. \tag{7}$$

**Last factor.** By the exchange rule, $p(\partial_{\mathbf a})(\mathbf r\cdot\mathbf a)^l=(\mathbf r\cdot\partial_{\mathbf a})^lp(\mathbf a)$. The right side is a repeated directional derivative:

$$(\mathbf r\cdot\partial_{\mathbf a})^lp(\mathbf a)=\left.\frac{d^l}{dt^l}p(\mathbf a+t\mathbf r)\right|_{t=0}=l!\,p(\mathbf r).$$

The final equality holds because $p(\mathbf a+t\mathbf r)$ has degree $l$ in $t$, with leading coefficient $p(\mathbf r)$. Inserting this in equation (7) cancels $l!$ and proves equation (4).

## The Coulomb constant

For $1/r$ the radial function is $F(s)=s^{-1/2}$. Differentiating $l$ times brings down the factors $-\tfrac12,-\tfrac32,\ldots,-\tfrac{2l-1}{2}$:

$$F^{(l)}(s)=\frac{(-1)^l(2l-1)!!}{2^l}\,s^{-l-1/2}.$$

The factor $2^l$ in equation (4) cancels the denominator, and $s^{-l-1/2}=r^{-(2l+1)}$. Therefore

$$S_{lm}(\nabla)\frac1r=(-1)^l(2l-1)!!\,\frac{S_{lm}(\mathbf r)}{r^{2l+1}}. \tag{8}$$

Since $S_{lm}/r^{2l+1}=Y_{lm}/r^{l+1}$, division by the constant gives equation (2). The reciprocal of $(-1)^l$ is itself, so the sign is the same in both directions.

The case $m=l$ provides a short cross-check. There $S_{ll}\propto(x+iy)^l$, and

$$(\partial_x+i\partial_y)(x+iy)=1+i^2=0,\qquad(\partial_x+i\partial_y)F(s)=2(x+iy)F'(s).$$

Each application thus adds one factor $2(x+iy)$ and one derivative of $F$. After $l$ applications the result is $2^lF^{(l)}(s)(x+iy)^l$, in agreement with equation (4). By the symmetry argument, this one component already fixes $c_l$ for all $m$.

The sign has a simple physical origin. A unit charge displaced from the origin to $\mathbf d$ has potential $1/|\mathbf r-\mathbf d|$, whose Taylor term of order $l$ is $(-\mathbf d\cdot\nabla)^l(1/r)/l!$. Moving the source is opposite to moving the field point, which gives one minus sign per derivative. Take $\mathbf d$ along $+z$ and a field point on the positive $z$ axis beyond the charge. There $1/(r-d)=\sum_l d^l/r^{l+1}$ has only positive terms, so $(-1)^l\partial_z^l(1/r)$ is positive. On that axis $Y_{l0}>0$, and $S_{l0}(\nabla)(1/r)$ is a positive multiple of $\partial_z^l(1/r)$, as shown below in the derivation of equation (9). The factor $(-1)^l$ in equation (2) is therefore the sign that makes both sides positive there.

## Where the rule fails

Equation (8) cannot be used for an arbitrary polynomial. Take $z^2$, whose Laplacian is 2, and split it into a harmonic part and a multiple of $r^2$:

$$z^2=\left(z^2-\tfrac13r^2\right)+\tfrac13r^2 .$$

The first part obeys the rule with constant $3$. The second becomes $\tfrac13\nabla^2$, which annihilates $1/r$ away from the origin. Hence

$$\partial_z^2\frac1r=\frac{3z^2-r^2}{r^5},\qquad\text{not}\qquad\frac{3z^2}{r^5}.$$

At $(x,y,z)=(1,2,2)$ bohr, where $r=3$ bohr, the correct value is $3/243=0.012346$ bohr$^{-3}$. The unjustified formula gives $12/243=0.049383$ bohr$^{-3}$, four times as much.

## Maxwell's product of derivatives

Because $\nabla^2(1/r)=0$ for $r\neq0$, any part of the operator containing $\nabla^2$ may be discarded. In equation (3) this leaves the highest power of $z$:

$$r^{l-m}P_l^{(m)}(z/r)=b_{lm}z^{l-m}+r^2\times(\text{polynomial}).$$

The coefficient follows from $P_l(u)=(2^ll!)^{-1}d^l(u^2-1)^l/du^l$. Differentiating the leading term $u^{2l}$ gives $(2l)!\,u^l/l!$, so the leading coefficient of $P_l$ is

$$\frac{(2l)!}{2^l(l!)^2}=\frac{(2l-1)!!}{l!},$$

where $(2l)!=2^l\,l!\,(2l-1)!!$ was used. A further $m$ derivatives of $u^l$ contribute $l!/(l-m)!$, and $b_{lm}=(2l-1)!!/(l-m)!$. The double factorial cancels in equation (2), leaving for $m\ge0$

$$\frac{Y_{lm}}{r^{l+1}}=(-1)^{l+m}\frac{N_{lm}}{(l-m)!}\,(\partial_x+i\partial_y)^m\partial_z^{l-m}\frac1r. \tag{9}$$

For negative order, take the complex conjugate and multiply by $(-1)^m$. The axial case $m=0$ has $Y_{l0}=N_{l0}P_l(\cos\theta)$, so

$$\frac{P_l(\cos\theta)}{r^{l+1}}=\frac{(-1)^l}{l!}\,\partial_z^l\frac1r .$$

For $l-m\ge2$ the reduction to a single product of derivatives in equation (9) relies on $\nabla^2(1/r)=0$ and does not carry over to a general radial function, whereas equation (4) does. For $l-m\le1$ the product $(x+iy)^mz^{l-m}$ is itself harmonic and nothing is discarded. A Gaussian shows the difference. With $F(s)=e^{-\beta s}$, equation (4) gives

$$S_{lm}(\nabla)e^{-\beta r^2}=(-2\beta)^lS_{lm}(\mathbf r)e^{-\beta r^2},$$

which has pure angular momentum $l$. The single product $\partial_z^2e^{-\beta r^2}=(4\beta^2z^2-2\beta)e^{-\beta r^2}$ contains an $l=0$ part as well.

## Generating and checking the derivatives

An implementation can generate Cartesian derivatives of $1/r$ without using the result above. For a derivative of total order $n$, write $\partial^\alpha(1/r)=Q_\alpha/r^{2n+1}$, with $Q_{000}=1$. One more derivative along $x_i$ gives

$$\partial_i\frac{Q_\alpha}{r^{2n+1}}=\frac{\partial_iQ_\alpha}{r^{2n+1}}-(2n+1)\frac{x_iQ_\alpha}{r^{2n+3}},$$

and therefore

$$Q_{\alpha+e_i}=r^2\partial_iQ_\alpha-(2n+1)x_iQ_\alpha ,$$

where $e_i$ raises the $i$th exponent by one. If $S_{lm}=\sum_\alpha s_\alpha\mathbf r^\alpha$, equation (8) is equivalent to the polynomial identity

$$\sum_\alpha s_\alpha Q_\alpha(\mathbf r)=(-1)^l(2l-1)!!\,S_{lm}(\mathbf r).$$

The numerical check tests this identity symbolically for all 49 pairs $(l,m)$ with $l\le6$, after removing the common normalization. When only the value of $S_{lm}(\nabla)(1/r)$ is needed, the right side of equation (8) supplies it without forming any derivatives.

At the point $(1,2,2)$ bohr, for example, the two functions related by the constant $c_l$ in equation (1) are, for $l=2$, $m=1$,

$$\frac{Y_{21}}{r^3}=(-6.358-12.717\,i)\times10^{-3}\ \text{bohr}^{-3},$$

$$S_{21}(\nabla)\frac1r=(-19.075-38.151\,i)\times10^{-3}\ \text{bohr}^{-3}.$$

Their ratio is $3=(-1)^2\,3!!$. For $l=0$ to $6$ the computed ratios are $1,-1,3,-15,105,-945,10395$.

## Worked example: four point charges

Place charges at $(\sigma_xa/2,\sigma_ya/2,0)$, with $\sigma_x,\sigma_y=\pm1$ and charge $q\sigma_x\sigma_y$. The total charge and the dipole moment vanish. In atomic units a charge $q$ has potential $q/r$. Using the displacement operator for each source, in the sense of a Taylor expansion in $a$,

$$V=q\sum_{\sigma_x,\sigma_y}\sigma_x\sigma_y\,e^{-\sigma_xa\partial_x/2}e^{-\sigma_ya\partial_y/2}\frac1r
=4q\sinh\frac{a\partial_x}{2}\sinh\frac{a\partial_y}{2}\,\frac1r .$$

The sum over each sign gives $-2\sinh$, and the two minus signs cancel. Since $2\sinh(a\partial/2)=a\partial+a^3\partial^3/24+O(a^5)$,

$$V=qa^2\partial_x\partial_y\frac1r+\frac{qa^4}{24}(\partial_x^2+\partial_y^2)\partial_x\partial_y\frac1r+O(a^6). \tag{10}$$

To express the first term in spherical harmonics, use $P_2''=3$ and $N_{22}=\sqrt{5/(96\pi)}$, which give $S_{2,\pm2}=\sqrt{15/(32\pi)}\,(x\pm iy)^2$. The difference of the two squares is $4ixy$, so

$$xy=-i\sqrt{\frac{2\pi}{15}}\,(S_{22}-S_{2,-2}).$$

Equation (8) multiplies this polynomial by $3/r^5$. The leading potential is

$$V_2=\frac{3qa^2xy}{r^5}=-3iqa^2\sqrt{\frac{2\pi}{15}}\,\frac{Y_{22}-Y_{2,-2}}{r^3}.$$

Take $q=1\,e$, $a=0.2$ bohr and the field point $(1,2,2)$ bohr. Then $xy=2$ bohr$^2$ and $r^5=243$ bohr$^5$, so

$$V_2=(0.2)^2\times\frac{6}{243}=0.04\times0.024691=9.8765\times10^{-4}\ \text{hartree}/e .$$

Direct addition of the four Coulomb potentials gives $9.8572\times10^{-4}$ hartree$/e$, or $0.02682$ V. The quadrupole formula is too large by $0.196\%$ of the direct sum.

The second term of equation (10) accounts for nearly all of this difference. Away from the origin $\partial_x^2+\partial_y^2$ may be replaced by $-\partial_z^2$, so the correction is $-(qa^4/24)\,\partial_x\partial_y\partial_z^2(1/r)$. This function is harmonic and homogeneous of degree $-5$. The radial part of the Laplacian then gives $(-5)(-4)=20=l(l+1)$, and hence $l=4$. Differentiating $3xy/r^5$ twice with respect to $z$ yields

$$\partial_x\partial_y\partial_z^2\frac1r=\frac{15xy(7z^2-r^2)}{r^9}=0.028959\ \text{bohr}^{-5}.$$

The predicted correction is

$$-\frac{(0.2)^4}{24}\times0.028959=-1.9306\times10^{-6}\ \text{hartree}/e,$$

while the direct sum minus the quadrupole formula is $-1.9316\times10^{-6}$ hartree$/e$. The small remainder belongs to the terms of order $a^6$ and higher.

Halving the spacing at fixed $q$ should reduce the leading error by $2^4=16$, and the computed factor is $16.006$. The quadrupole potential itself falls by a factor of four, so its relative error also falls by about four. These factors hold where the $a^4$ term is nonzero; on the cone $7z^2=r^2$ that term vanishes, the error starts at order $a^6$, and the factors become about 64 and 16. The leading formula is therefore a small-$a/r$ approximation to this finite cluster, whereas equation (2) involves no such approximation.

## Table of computed values

```
(l,m) pairs checked exactly, l = 0 to 6: 49
field point (x,y,z) = (1, 2, 2) bohr, r = 3.0 bohr
A = Y_lm/r^(l+1), B = S_lm(grad)(1/r), both in bohr^-(l+1)
l=0 m=0: A = 9.403160e-02 +0.000000e+00 i
         B = 9.403160e-02 +0.000000e+00 i, B/A = 1.0000
l=1 m=1: A = -1.279608e-02 -2.559216e-02 i
         B = 1.279608e-02 +2.559216e-02 i, B/A = -1.0000
l=2 m=1: A = -6.358423e-03 -1.271685e-02 i
         B = -1.907527e-02 -3.815054e-02 i, B/A = 3.0000
l=3 m=1: A = -1.625506e-03 -3.251012e-03 i
         B = 2.438259e-02 +4.876519e-02 i, B/A = -15.0000
l=4 m=1: A = -4.807065e-05 -9.614131e-05 i
         B = -5.047419e-03 -1.009484e-02 i, B/A = 105.0000
l=5 m=1: A = 1.572959e-04 +3.145919e-04 i
         B = -1.486447e-01 -2.972893e-01 i, B/A = -945.0000
l=6 m=1: A = 7.597005e-05 +1.519401e-04 i
         B = 7.897087e-01 +1.579417e+00 i, B/A = 10395.0000
d2/dz2 (1/r) = 0.012346 bohr^-3
3 z^2/r^5 (wrong for z^2) = 0.049383 bohr^-3
charge q = 1.0 e, spacing a = 0.2 bohr
Y_22 = -0.128758 +0.171677 i
Y_2,-2 = -0.128758 -0.171677 i
formula V/a^2 = 0.02469136 hartree/(e bohr^2)
formula V = 9.87654321e-04 hartree/e
Coulomb sum V = 9.85722687e-04 hartree/e
Coulomb sum V = 0.026823 V
sum minus formula = -1.9316e-06 hartree/e
d4/dxdydz2 (1/r) = 0.028959 bohr^-5
predicted leading correction = -1.9306e-06 hartree/e
relative error of formula = 0.196 percent
half spacing: formula V = 2.46913580e-04 hartree/e
half spacing: Coulomb sum V = 2.46792902e-04 hartree/e
error ratio on halving a = 16.006
```
